# Coupling-constant scaling of the correlation energy and the adiabatic-connection integrand: a program that tests the result

```python
# Result under test (hartree atomic units), with n_g(r) = g^3 n(g r):
#   Ec^lam[n] = lam^2 Ec[n_{1/lam}],
#   W_lam = <Vee>_lam - U = Ex + 2 lam Ec[n_g] - dEc[n_g]/dg at g = 1/lam.
# F_lam[n] = min_{Psi->n} <T + lam Vee>, Ec^lam = F_lam - Ts - lam (U + Ex), Wc = W - Ex.
# Part A: Hooke's atom (v = r^2/8, E = 2); F_lam by Lieb maximisation in a Hylleraas basis.
# Part B: W_lam from LDA, PBE, PBE0; NO molecule rescaled physically as an independent road.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.special import erf
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, lib
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True
lib.num_threads(1)
EV = physical_constants['Hartree energy in eV'][0]

def gauss(n, a, b):
    x, w = leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2

# ---------------- Part A: Hooke density and explicit functionals ----------------
c2p = np.sqrt(2 / np.pi)
def bracket(x):
    return 1.75 + x**2 / 4 + (x + 1 / x) * erf(x / np.sqrt(2)) + c2p * np.exp(-x**2 / 2)
def dens(r, g):
    x = g * r
    return g**3 * 2 * (2*np.pi)**-1.5 / (2.5 + 4/np.sqrt(np.pi)) * np.exp(-x**2 / 2) * bracket(x)
def dlogdens(r, g):
    x = g * r
    db = x/2 + (1 - 1/x**2) * erf(x / np.sqrt(2)) + c2p * np.exp(-x**2 / 2) / x
    return g * (-x + db / bracket(x))
def vhartree(r, g):
    y, wy = gauss(60, 0, 1)
    top = np.minimum(r, 12 / g)[:, None]
    ri, ro = top * y, r[:, None] + 12 / g * y
    return 4*np.pi * ((dens(ri, g) * ri**2 * top) @ wy / r + (dens(ro, g) * ro) @ wy * 12 / g)
rr, wr = gauss(400, 0, 30)
wr = wr * 4 * np.pi * rr**2
def Ts(g): return wr @ (dens(rr, g) * dlogdens(rr, g)**2) / 8
def U(g): return 0.5 * wr @ (dens(rr, g) * vhartree(rr, g))

def setup(alpha, mu, betas, extra=None, degree=9):
    s, ws = gauss(44, 0, 15 / np.sqrt(2 * alpha)); x, wx = gauss(20, 0, 1)
    s, xx, yy = [a.ravel() for a in np.meshgrid(s, x, x, indexing='ij')]
    w = np.einsum('i,j,k->ijk', ws, wx, wx).ravel()
    u = s * xx; t = u * yy; r1 = (s + t) / 2; r2 = (s - t) / 2
    pre = np.sqrt(w * (s**2 - t**2) * u**2 * s) * np.exp(-alpha * (s**2 + t**2) / 4)
    idx = np.array([(a, 2*b, c) for b in range(degree // 2 + 1) for a in range(degree + 1)
                    for c in range(degree + 1) if a + 2*b + c <= degree])
    A = np.array([pre * s**a * t**b * u**c for a, b, c in idx]).T
    A /= np.linalg.norm(A, axis=0)
    _, sv, vt = np.linalg.svd(A, full_matrices=False)
    keep = sv > 1e-8 * sv[0]; X = vt[keep].T / sv[keep]
    Q = A @ X
    Ds = (A * (idx[:, 0] / s[:, None] - alpha * s[:, None] / 2)) @ X
    Dt = (A * (idx[:, 1] / t[:, None] - alpha * t[:, None] / 2)) @ X
    Du = (A * (idx[:, 2] / u[:, None])) @ X
    c1 = (r1**2 - r2**2 + u**2) / (2*r1*u); c2 = (r2**2 - r1**2 + u**2) / (2*r2*u)
    P1 = Ds + Dt + c1[:, None] * Du; P2 = Ds - Dt + c2[:, None] * Du
    P3 = np.sqrt(np.clip(2 - c1**2 - c2**2, 0, None))[:, None] * Du
    op = lambda f: Q.T @ (f[:, None] * Q)
    gf = [lambda r: r**2, lambda r: erf(mu * r) / r] + \
         [(lambda r, b=b: np.exp(-b * r**2)) for b in betas]
    return dict(T=0.5 * (P1.T @ P1 + P2.T @ P2 + P3.T @ P3), V=op(1 / u), gf=gf,
                G=np.array([op(g(r1) + g(r2)) for g in gf]),
                X=None if extra is None else op(extra(r1) + extra(r2)))

def lieb(S, lam, g):
    m = np.array([wr @ (f(rr) * dens(rr, g)) for f in S['gf']])
    def solve(b):
        e, c = np.linalg.eigh(S['T'] + lam * S['V'] + np.tensordot(b, S['G'], 1))
        return e[0] - b @ m, e, c
    b = np.zeros(len(m)); b[0] = g**4 / 8; b[1] = g - lam
    F, e, c = solve(b)
    for _ in range(80):
        M = (S['G'] @ c[:, 0]) @ c
        grad = M[:, 0] - m
        K = 2 * (M[:, 1:] / (e[1:] - e[0])) @ M[:, 1:].T
        d = 1 / np.sqrt(np.diag(K))
        step = d * (np.linalg.pinv(K * np.outer(d, d), rcond=1e-13, hermitian=True) @ (d * grad))
        dec = grad @ step
        if dec < 1e-13: break
        tl = 1.0
        for _ in range(30):
            trial = solve(b + tl * step)
            if trial[0] >= F - 1e-12: break
            tl /= 2
        b = b + tl * step; F, e, c = trial
    assert dec < 1e-10
    pot = lambda r: sum(bi * f(r) for bi, f in zip(b, S['gf']))
    return dict(F=F, V=c[:, 0] @ S['V'] @ c[:, 0], T=c[:, 0] @ S['T'] @ c[:, 0], e=e, c=c, v=pot)
def Ec(S, lam, g): return lieb(S, lam, g)['F'] - Ts(g) - lam * U(g) / 2

betas = 0.1 * 2.2**np.arange(5)
rs_ = np.linspace(1e-3, 16, 600)
SA = setup(0.5, 0.65, betas, extra=CubicSpline(rs_, vhartree(rs_, 1.0)))
ts, uh = Ts(1.0), U(1.0); ex = -uh / 2
assert abs(wr @ dens(rr, 1.0) - 2) < 1e-10
E0 = np.linalg.eigvalsh(SA['T'] + SA['V'] + SA['G'][0] / 8)[0]
assert abs(E0 - 2) < 1e-7
vext = wr @ (dens(rr, 1.0) * rr**2) / 8
ec_exact = 2 - vext - ts - uh / 2
for g in (0.5, 2.0):
    assert abs(Ts(g) - g*g*ts) < 1e-8 and abs(U(g) - g*uh) < 1e-8
L = {lam: lieb(SA, lam, 1.0) for lam in (0.0, 0.25, 0.5, 0.75, 1.0, 2.0)}
W = {lam: L[lam]['V'] - uh for lam in L}
assert abs(L[0.0]['F'] - ts) < 2e-5 and abs(W[0.0] - ex) < 5e-5
assert abs(L[1.0]['F'] - (2 - vext)) < 1e-6
assert np.all(np.diff([W[k] for k in sorted(W)]) < 0)
print(f"Hooke: E = {E0:.6f} Ha, Vext = {vext:.6f} Ha, T = {L[1.0]['T']:.6f} Ha, Vee = {L[1.0]['V']:.6f} Ha")
print(f"Hooke: Ts = {ts:.6f} Ha, U = {uh:.6f} Ha, Ex = {ex:.6f} Ha")
print(f"Hooke: Ec = {ec_exact:.6f} Ha = {ec_exact*EV:.4f} eV; Lieb F_0 = {L[0.0]['F']:.6f} Ha")
ecg = {}
for lam in (0.5, 2.0):
    g = 1 / lam
    SB = setup(0.45 * g*g, 0.7 * g, 1.3 * betas * g*g)   # not the scaled copy of SA
    B = lieb(SB, 1.0, g); ecg[g] = B['F'] - Ts(g) - U(g) / 2
    left = L[lam]['F'] - ts - lam * uh / 2
    h = 0.02 * g; dec_dg = (Ec(SB, 1.0, g + h) - Ec(SB, 1.0, g - h)) / (2*h)
    w_formula = ex + 2*lam*ecg[g] - dec_dg
    hf = (lieb(SA, lam + .01, 1.0)['F'] - lieb(SA, lam - .01, 1.0)['F']) / .02 - uh
    dvA = L[lam]['v'](2.5) - L[lam]['v'](1.0); dvB = lam**2 * (B['v'](2.5*lam) - B['v'](lam))
    assert abs(left - lam**2 * ecg[g]) < 3e-5
    assert abs(w_formula - W[lam]) < 1e-4 and abs(hf - W[lam]) < 1e-5 and abs(dvA - dvB) < 5e-3
    print(f"lam={lam}: F_lam[n] = {L[lam]['F']:.6f} Ha, F_1[n_1/lam] = {B['F']:.6f} Ha")
    print(f"lam={lam}: Ec^lam = {left:.6f} Ha, Ec[n_1/lam] = {ecg[g]:.6f} Ha, lam^2 x = {lam**2*ecg[g]:.6f} Ha")
    print(f"lam={lam}: dEc/dg = {dec_dg:.5f} Ha, W formula = {w_formula:.5f} Ha, <Vee>-U = {W[lam]:.5f} Ha")
    print(f"lam={lam}: dF/dlam-U = {hf:.5f} Ha; v(2.5 bohr)-v(1 bohr): {dvA:.4f} vs {dvB:.4f} Ha")
wrong = 0.25 * ecg[0.5]
assert abs(wrong - 0.25 * ecg[2.0]) > 1e-3
print(f"wrong direction, lam=0.5: lam^2 Ec[n_lam] = {wrong:.6f} Ha")
xl, wl = gauss(5, 0, 1)
integral = sum(w * (lieb(SA, x, 1.0)['V'] - uh) for x, w in zip(xl, wl))
assert abs(integral - (ex + ec_exact)) < 3e-5
print(f"int_0^1 W = {integral:.6f} Ha, Exc = {ex+ec_exact:.6f} Ha = {(ex+ec_exact)*EV:.4f} eV")
d1 = (Ec(SA, 1.0, 1.02) - Ec(SA, 1.0, 0.98)) / 0.04; tc = L[1.0]['T'] - ts
assert abs(d1 - ec_exact - tc) < 1e-4
print(f"dEc/dg(1) = {d1:.5f} Ha, Tc scaling = {d1-ec_exact:.5f} Ha, T-Ts = {tc:.5f} Ha")
c, e = L[0.0]['c'], L[0.0]['e']
pert = c.T @ (SA['V'] - SA['X'] / 2) @ c[:, 0]
gl2 = -np.sum(pert[1:]**2 / (e[1:] - e[0]))
slope = (-3*L[0.0]['V'] + 4*lieb(SA, .02, 1.0)['V'] - lieb(SA, .04, 1.0)['V']) / .04
assert abs(slope - 2*gl2) < 3e-4 and gl2 < ecg[2.0] < ec_exact < ecg[0.5]
print(f"Ec GL2 = {gl2:.5f} Ha, 2 GL2 = {2*gl2:.5f} Ha, dW/dlam(0) = {slope:.5f} Ha")

# ---------------- Part B: approximate functionals ----------------
XP, CP, CL = 'GGA_X_PBE', 'GGA_C_PBE', 'LDA_C_PW_MOD'
def scaled(xc, rho, w, g):
    """E[n_g] and analytic dE/dg on the unscaled grid; rho shape (2,4,N)."""
    r = rho.copy(); r[:, 0] *= g**3; r[:, 1:] *= g**4
    lda = xc.startswith('LDA')
    exc, vxc = libxc.eval_xc(xc, np.ascontiguousarray(r[:, 0]) if lda else r, spin=1, deriv=1)[:2]
    f = exc * (r[0, 0] + r[1, 0])
    br = -3*f + 3*np.einsum('sn,ns->n', r[:, 0], vxc[0])
    if not lda:
        sig = np.array([(r[i, 1:] * r[j, 1:]).sum(0) for i, j in ((0, 0), (0, 1), (1, 1))])
        br = br + 8*np.einsum('sn,ns->n', sig, vxc[1])
    return w @ f / g**3, w @ br / g**4
def Wfun(xc, rho, w, lam):
    E, dE = scaled(xc, rho, w, 1 / lam)
    return 2*lam*E - dE
def check(xc, rho, w):
    for lam in (0.3, 1.0):
        h = 1e-3
        fd = ((lam+h)**2 * scaled(xc, rho, w, 1/(lam+h))[0] - (lam-h)**2 * scaled(xc, rho, w, 1/(lam-h))[0]) / (2*h)
        assert abs(fd - Wfun(xc, rho, w, lam)) < 5e-6
    x, wx = gauss(12, 0, 1)
    tot = sum(2*a*b*Wfun(xc, rho, w, a*a) for a, b in zip(x, wx))
    assert abs(tot - scaled(xc, rho, w, 1.0)[0]) < 1e-5
    return tot
mk = dens(rr, 1.0) > 1e-10
rhoH = np.zeros((2, 4, mk.sum())); rhoH[:, 0] = dens(rr[mk], 1.0) / 2
rhoH[:, 3] = rhoH[:, 0] * dlogdens(rr[mk], 1.0)
print(f"Hooke Ec: PBE = {check(CP, rhoH, wr[mk]):.5f} Ha, LDA = {check(CL, rhoH, wr[mk]):.5f} Ha")
for lam in (0.25, 0.5, 0.75, 1.0, 2.0):
    print(f"Hooke Wc lam={lam}: exact {W[lam]-ex:.5f}, PBE {Wfun(CP, rhoH, wr[mk], lam):.5f}, LDA {Wfun(CL, rhoH, wr[mk], lam):.5f} Ha")
rs = 2.0
def epsc(r):
    n = np.array([3 / (4*np.pi*r**3)])
    return libxc.eval_xc(CL, n, spin=0, deriv=0)[0][0]
n0 = 3 / (4*np.pi*rs**3); rhoG = np.zeros((2, 4, 1)); rhoG[:, 0] = n0 / 2
wgas = Wfun(CL, rhoG, np.array([1 / n0]), 1.0)
wfd = (1.001**2 * epsc(1.001*rs) - 0.999**2 * epsc(0.999*rs)) / 0.002
assert abs(wgas - wfd) < 1e-7
print(f"gas rs={rs} bohr: eps_c = {epsc(rs):.6f}, w_c(1) = {wgas:.6f}, t_c = {epsc(rs)-wgas:.6f} Ha/electron")

R = 1.15
mol = gto.M(atom=f'N 0 0 0; O 0 0 {R}', basis='def2-svp', spin=1, symmetry='C2v', verbose=0)
mf = dft.UKS(mol); mf.xc = 'PBE'; mf.grids.level = 3; mf.conv_tol = 1e-9
mf.irrep_nelec = {'A1': (5, 5), 'B1': (2, 1), 'B2': (1, 1)}
mf.kernel(); assert mf.converged
dm = np.array(mf.make_rdm1())
ao = dft.numint.eval_ao(mol, mf.grids.coords, deriv=1)
rho = np.array([dft.numint.eval_rho(mol, ao, d, xctype='GGA') for d in dm])
mk = rho[:, 0].sum(0) > 1e-10
rho = np.ascontiguousarray(rho[:, :, mk]); wN = mf.grids.weights[mk]
def pieces(m, omega):
    eri = m.intor('int2e'); D = dm[0] + dm[1]
    xk = lambda I: -0.5 * sum(np.einsum('il,il->', np.einsum('ijkl,jk->il', I, d), d) for d in dm)
    with m.with_range_coulomb(omega): lr = m.intor('int2e')
    uu = 0.5 * np.einsum('ij,ij->', np.einsum('ijkl,kl->ij', eri, D), D)
    return np.einsum('ij,ij->', m.intor('int1e_kin'), D), uu, xk(eri), xk(lr)
om = 0.4
T0, U0, X0, XL0 = pieces(mol, om)
exP = scaled(XP, rho, wN, 1.0)[0]; ecP, decP = scaled(CP, rho, wN, 1.0)
print(f"NO UKS-PBE/def2-SVP, R = {R} Angstrom: E = {mf.e_tot:.5f} Ha, N = {wN @ rho[:, 0].sum(0):.4f}")
print(f"NO: Ts = {T0:.5f}, U = {U0:.5f}, Ex exact = {X0:.5f}, Ex PBE = {exP:.5f} Ha")
print(f"NO: Ec PBE = {ecP:.5f} Ha = {ecP*EV:.3f} eV; long-range Ex (omega={om}/bohr) = {XL0:.5f} Ha")
for g in (0.8, 1.25):
    bas = {a: [[sh[0]] + [[p[0]*g*g] + list(p[1:]) for p in sh[1:]]
               for sh in gto.basis.load('def2-svp', a)] for a in ('N', 'O')}
    m2 = gto.M(atom=[(mol.atom_symbol(i), mol.atom_coords()[i] / g) for i in range(2)],
               unit='Bohr', basis=bas, spin=1, verbose=0)
    gr = dft.gen_grid.Grids(m2); gr.level = 4; gr.build()
    ec2 = dft.numint.NumInt().nr_uks(m2, gr, CP, dm)[1]
    ex2 = dft.numint.NumInt().nr_uks(m2, gr, XP, dm)[1]
    T2, U2, X2, XL2 = pieces(m2, om); xl_pred = g * pieces(mol, om / g)[3]
    assert abs(T2 - g*g*T0) < 1e-7 and abs(U2 - g*U0) < 1e-7 and abs(X2 - g*X0) < 1e-7
    assert abs(ec2 - scaled(CP, rho, wN, g)[0]) < 1e-4 and abs(ex2 - g*exP) < 1e-3
    assert abs(XL2 - xl_pred) < 1e-7 and abs(XL2 - g*XL0) > 1e-2
    print(f"NO g={g}: T ratio {T2/T0:.6f}, U ratio {U2/U0:.6f}, Ex exact ratio {X2/X0:.6f}, Ex PBE ratio {ex2/exP:.5f}")
    print(f"NO g={g}: Ec PBE rebuilt {ec2:.5f} Ha, pulled back {scaled(CP, rho, wN, g)[0]:.5f} Ha")
    print(f"NO g={g}: LR Ex rebuilt {XL2:.5f}, g*Ex(omega/g) {xl_pred:.5f}, g*Ex(omega) {g*XL0:.5f} Ha")
intP, intL = check(CP, rho, wN), check(CL, rho, wN)
print(f"NO: int_0^1 Wc PBE = {intP:.5f} Ha, LDA = {intL:.5f} Ha")
for lam in (0.25, 0.5, 0.75, 1.0):
    assert abs(Wfun(XP, rho, wN, lam) - exP) < 1e-6
    E, dE = scaled(CP, rho, wN, 1 / lam); wc = 2*lam*E - dE
    print(f"NO lam={lam}: Ec[n_g] {E:.5f}, dEc/dg {dE:.5f}, Wc {wc:.5f}, W PBE {exP+wc:.5f}, W PBE0 {.25*X0+.75*exP+wc:.5f} Ha")
assert decP - ecP > 0
print(f"NO: Tc PBE = {decP-ecP:.5f} Ha = {(decP-ecP)*EV:.3f} eV")
rhoU = np.array([rho.sum(0) / 2] * 2)
drift = lambda xc, r: scaled(xc, r, wN, 1e7)[0] - scaled(xc, r, wN, 1e6)[0]
c0 = (1 - np.log(2)) / np.pi**2; pred = -c0 * mol.nelectron * np.log(10)
dL, dU, dS = drift(CL, rhoU), drift(CP, rhoU), drift(CP, rho)
assert abs(dL / pred - 1) < 1e-3 and abs(dU) < 2e-5
assert dS < 0 and 10 * abs(dU) < abs(dS) < 0.01 * abs(dL)
print(f"c0 = {c0:.6f} Ha; g 1e6->1e7: LDA unpol. drift {dL:.5f} Ha, -c0 N ln10 = {pred:.5f} Ha")
print(f"g 1e6->1e7: PBE unpol. drift {dU:.2e} Ha, PBE polarised drift {dS:.2e} Ha")
print(f"NO unpol. PBE: Ec[n_g=1e7] = {scaled(CP, rhoU, wN, 1e7)[0]:.5f} Ha, Ec[n] = {scaled(CP, rhoU, wN, 1.0)[0]:.5f} Ha")
print("verified")
```

It prints:

```
Hooke: E = 2.000000 Ha, Vext = 0.888139 Ha, T = 0.664418 Ha, Vee = 0.447443 Ha
Hooke: Ts = 0.635246 Ha, U = 1.030250 Ha, Ex = -0.515125 Ha
Hooke: Ec = -0.038510 Ha = -1.0479 eV; Lieb F_0 = 0.635246 Ha
lam=0.5: F_lam[n] = 0.881853 Ha, F_1[n_1/lam] = 3.527411 Ha
lam=0.5: Ec^lam = -0.010956 Ha, Ec[n_1/lam] = -0.043822 Ha, lam^2 x = -0.010956 Ha
lam=0.5: dEc/dg = -0.00302 Ha, W formula = -0.55593 Ha, <Vee>-U = -0.55593 Ha
lam=0.5: dF/dlam-U = -0.55593 Ha; v(2.5 bohr)-v(1 bohr): 0.5335 vs 0.5335 Ha
lam=2.0: F_lam[n] = 1.541381 Ha, F_1[n_1/lam] = 0.385345 Ha
lam=2.0: Ec^lam = -0.124115 Ha, Ec[n_1/lam] = -0.031029 Ha, lam^2 x = -0.124115 Ha
lam=2.0: dEc/dg = -0.02393 Ha, W formula = -0.61531 Ha, <Vee>-U = -0.61532 Ha
lam=2.0: dF/dlam-U = -0.61532 Ha; v(2.5 bohr)-v(1 bohr): 0.8901 vs 0.8900 Ha
wrong direction, lam=0.5: lam^2 Ec[n_lam] = -0.007757 Ha
int_0^1 W = -0.553635 Ha, Exc = -0.553635 Ha = -15.0652 eV
dEc/dg(1) = -0.00934 Ha, Tc scaling = 0.02917 Ha, T-Ts = 0.02917 Ha
Ec GL2 = -0.05076 Ha, 2 GL2 = -0.10152 Ha, dW/dlam(0) = -0.10151 Ha
Hooke Ec: PBE = -0.05137 Ha, LDA = -0.08619 Ha
Hooke Wc lam=0.25: exact -0.02266, PBE -0.03233, LDA -0.06178 Ha
Hooke Wc lam=0.5: exact -0.04081, PBE -0.05485, LDA -0.09294 Ha
Hooke Wc lam=0.75: exact -0.05554, PBE -0.07248, LDA -0.11540 Ha
Hooke Wc lam=1.0: exact -0.06768, PBE -0.08691, LDA -0.13301 Ha
Hooke Wc lam=2.0: exact -0.10019, PBE -0.12669, LDA -0.17916 Ha
gas rs=2.0 bohr: eps_c = -0.044759, w_c(1) = -0.069319, t_c = 0.024560 Ha/electron
NO UKS-PBE/def2-SVP, R = 1.15 Angstrom: E = -129.66010 Ha, N = 15.0000
NO: Ts = 128.99733, U = 87.60295, Ex exact = -14.68898, Ex PBE = -14.73048 Ha
NO: Ec PBE = -0.49398 Ha = -13.442 eV; long-range Ex (omega=0.4/bohr) = -3.07717 Ha
NO g=0.8: T ratio 0.640000, U ratio 0.800000, Ex exact ratio 0.800000, Ex PBE ratio 0.80000
NO g=0.8: Ec PBE rebuilt -0.47503 Ha, pulled back -0.47503 Ha
NO g=0.8: LR Ex rebuilt -2.95783, g*Ex(omega/g) -2.95783, g*Ex(omega) -2.46174 Ha
NO g=1.25: T ratio 1.562500, U ratio 1.250000, Ex exact ratio 1.250000, Ex PBE ratio 1.25000
NO g=1.25: Ec PBE rebuilt -0.51120 Ha, pulled back -0.51120 Ha
NO g=1.25: LR Ex rebuilt -3.16941, g*Ex(omega/g) -3.16941, g*Ex(omega) -3.84647 Ha
NO: int_0^1 Wc PBE = -0.49398 Ha, LDA = -1.02459 Ha
NO lam=0.25: Ec[n_g] -0.57319, dEc/dg -0.00879, Wc -0.27781, W PBE -15.00828, W PBE0 -14.99791 Ha
NO lam=0.5: Ec[n_g] -0.54168, dEc/dg -0.02831, Wc -0.51337, W PBE -15.24384, W PBE0 -15.23347 Ha
NO lam=0.75: Ec[n_g] -0.51585, dEc/dg -0.05317, Wc -0.72060, W PBE -15.45108, W PBE0 -15.44070 Ha
NO lam=1.0: Ec[n_g] -0.49398, dEc/dg -0.08108, Wc -0.90688, W PBE -15.63736, W PBE0 -15.62698 Ha
NO: Tc PBE = 0.41290 Ha = 11.236 eV
c0 = 0.031091 Ha; g 1e6->1e7: LDA unpol. drift -1.07383 Ha, -c0 N ln10 = -1.07383 Ha
g 1e6->1e7: PBE unpol. drift 3.01e-07 Ha, PBE polarised drift -6.53e-04 Ha
NO unpol. PBE: Ec[n_g=1e7] = -0.61337 Ha, Ec[n] = -0.49663 Ha
verified
```
